# Why lowering the flux after a nucleation burst suppresses new islands

**Q.** I deposit 0.05 monolayer (ML) of metal to create islands, then want the next 0.10 ML to enlarge them without adding many new ones. I am told to lower the flux. But a lower flux needs a longer deposition, so there is more time for nucleation. Why should it help?

**A.** We need two balances. Let $n$ be the density of single adatoms and $N$ that of islands, both per surface site. The flux $F$ is in ML/s and the coverage is $\theta$. On a square lattice an adatom with total hop rate $h$ has diffusion coefficient $D=h/4$ in site areas per second, because its mean square displacement is $ht=4Dt$ in squared site spacings.

I assume that two adatoms which meet form an immobile pair that never breaks up. This is irreversible nucleation. I also neglect desorption for now. In mean field,

$$\frac{dN}{dt}=\sigma_1Dn^2,\qquad \frac{dn}{dt}=F-2\sigma_1Dn^2-\sigma DnN .$$

The capture numbers $\sigma$ (islands) and $\sigma_1$ (adatoms) are dimensionless. In this convention $\sigma_1Dn^2$ counts each new pair once, so the adatom balance carries a factor 2.

At the start there are no islands, $n$ grows as $Ft$, and nucleation accelerates. The burst ends when islands become the main sink, $\sigma N\gg2\sigma_1n$. The adatom balance is then

$$\frac{dn}{dt}=F-\frac{n}{\tau},\qquad \tau=\frac{1}{D\sigma N}.$$

If $N$ changes little during $\tau$, the density settles at

$$n=F\tau=\frac{F}{D\sigma N}.$$

Inserting this into the nucleation rate gives

$$\frac{dN}{dt}=\sigma_1D\left(\frac{F}{D\sigma N}\right)^2=\frac{\sigma_1F^2}{D\sigma^2N^2}.$$

Your extra time enters through $d\theta=F\,dt$. Dividing by $F$,

$$\frac{dN}{d\theta}=\frac{\sigma_1F}{D\sigma^2N^2}.$$

At fixed temperature, island density and island arrangement, this is proportional to $F$. Ten times less flux means a hundred times less nucleation per second and ten times more seconds. One factor of ten remains.

**Q.** Can I see that without dividing two rates?

**A.** Follow one deposited atom. It lives for $\tau$ before an island captures it, and this time does not depend on the flux. During its life it meets other adatoms at the rate $2\sigma_1Dn$, so its small probability of ending in a new pair is

$$2\sigma_1Dn\tau=\frac{2\sigma_1n}{\sigma N}.$$

Two atoms make one island, so each deposited atom contributes $\sigma_1n/(\sigma N)$ islands. With $n=F/(D\sigma N)$ this is the previous result. At lower flux an atom is just as mobile and lives just as long, but it has fewer partners.

**Q.** The adatom density is not uniform. It is low beside an island and high midway between islands. Does that spoil the proportionality?

**A.** Not while islands dominate the capture. Take a circular cell of radius $R$ around an island of radius $r_i$, with lengths in site spacings and $N=1/(\pi R^2)$. Atoms landing on the island are assumed to join it. The steady equation on the terrace is

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)=-F,\qquad n(r_i)=0,\qquad n'(R)=0 .$$

Integrating from $r$ to $R$, where the slope vanishes, gives $r\,n'=(F/2D)(R^2-r^2)$. Dividing by $r$ and integrating from $r_i$,

$$n(r)=\frac{F}{2D}\left[R^2\ln\frac{r}{r_i}-\frac{r^2-r_i^2}{2}\right].$$

With $s=r^2/R^2$ and island area fraction $\varphi=r_i^2/R^2$, we have $\ln(r/r_i)=\tfrac12\ln(s/\varphi)$, so

$$n=\frac{FR^2}{4D}\left[\ln\frac{s}{\varphi}-s+\varphi\right].$$

The flux multiplies the whole profile without changing its shape. The area element divided by the cell area is $2\pi r\,dr/(\pi R^2)=ds$. Averages are therefore integrals over $s$ from $\varphi$ to 1. Since $\int_\varphi^1\ln(s/\varphi)\,ds=-\ln\varphi-(1-\varphi)$ and $\int_\varphi^1(s-\varphi)\,ds=(1-\varphi)^2/2$,

$$\langle n\rangle=\frac{FR^2}{4D}\left[-\ln\varphi-\frac{(1-\varphi)(3-\varphi)}{2}\right].$$

The capture number follows from equating capture to supply, $D\sigma N\langle n\rangle=F(1-\varphi)$:

$$\sigma=\frac{4\pi(1-\varphi)}{-\ln\varphi-(1-\varphi)(3-\varphi)/2}.$$

It contains no flux. Nucleation depends on $\langle n^2\rangle$, and $R^4=1/(\pi^2N^2)$ gives

$$\langle n^2\rangle=\left(\frac{F}{DN}\right)^2G(\varphi),\qquad G(\varphi)=\frac{1}{16\pi^2}\int_\varphi^1\left[\ln\frac{s}{\varphi}-s+\varphi\right]^2ds .$$

Hence $dN/d\theta=\sigma_1D\langle n^2\rangle/F=\sigma_1FG(\varphi)/(DN^2)$. The constant-$\sigma$ formula replaces $G$ by $1/\sigma^2$. The prefactor changes, but the power of $F$ does not.

**Q.** That still treats encounters between atoms through an average density. Is there a check without it?

**A.** Yes, on a small lattice. Take $4\times5$ sites with periodic edges and one fixed island. New nuclei are counted and then removed, which holds the island density fixed. There are 813 possible arrangements of adatoms, so the steady state of the complete master equation can be solved directly. The power of $F$ in the number of nuclei per deposited atom, taken between $F$ and $1.2F$, is 0.9998 at $F/h=10^{-6}$.

The same lattice shows where the law fails. The power is 0.85 at $F/h=10^{-3}$ and 0.09 at $10^{-1}$. At high flux, adatoms meet each other before they reach the island. A nucleus needs at least two atoms, so the number of nuclei per deposited atom cannot exceed one half, and it must stop growing with $F$. These values of $F/h$ belong to this small lattice. In mean field the general condition is $2\sigma_1n/(\sigma N)\ll1$.

**Q.** Let us put in numbers. I grow iron on Fe(100) near room temperature.

**A.** I use rough values for that case: hop barrier 0.45 eV, attempt rate $3\times10^{12}$ s$^{-1}$, site spacing 0.287 nm and 300 K. They give $h=8.27\times10^4$ s$^{-1}$ and $D=2.07\times10^4$ site areas per second. I choose round capture numbers, $\sigma=10$ and $\sigma_1=3$.

Integrating the two balances at $F_1=0.01$ ML/s, nucleation per coverage peaks at $4.2\times10^{-4}$ ML. By 0.05 ML it is 36 times weaker. The island density is then $N_0=1.256\times10^{-3}$ per site, or $1.5\times10^{12}$ cm$^{-2}$. From here,

$$\tau=\frac{1}{(2.067\times10^4)(10)(1.256\times10^{-3})\ \text{s}^{-1}}=3.9\ \text{ms},\qquad n_1=F_1\tau=3.9\times10^{-5},$$

$$\frac{dN}{d\theta}=\frac{3\times0.01}{(2.067\times10^4)(100)(1.256\times10^{-3})^2}=9.2\times10^{-3}\ \text{per site per ML}.$$

At $F_2=0.001$ ML/s the last number becomes $9.2\times10^{-4}$.

The integrated balances give a ratio of 9.69 between the two fluxes, not 10. The reason is the neglected pair term. Keeping it, $F=D\sigma Nn(1+\delta)$ with $\delta=2\sigma_1n/(\sigma N)$, which is 0.018 at $F_1$ and ten times smaller at $F_2$. Nucleation contains $n^2$, so it falls by slightly less than $2\delta$: 3.5% at $F_1$ and 0.4% at $F_2$.

**Q.** So over my next 0.10 ML I get ten times fewer new islands?

**A.** No, somewhat less than that. The factor of ten holds at equal $N$, and the high-flux run soon has more islands, which then suppress its own nucleation. With constant $\sigma$, separate the variables and integrate:

$$N^2dN=\frac{\sigma_1F}{D\sigma^2}\,d\theta\quad\Rightarrow\quad N^3=N_0^3+\frac{3\sigma_1F\,\Delta\theta}{D\sigma^2}.$$

Here $N_0^3=1.98\times10^{-9}$. For $\Delta\theta=0.10$ the added term is $4.35\times10^{-9}$ at $F_1$ and $4.35\times10^{-10}$ at $F_2$. The cube roots are $1.85\times10^{-3}$ and $1.342\times10^{-3}$. Subtracting $N_0$ leaves $5.9\times10^{-4}$ and $8.6\times10^{-5}$ new islands per site.

The full integration, still with constant capture numbers, gives:

| Second stage | Duration | New islands per site | Relative to $N_0$ |
|---|---:|---:|---:|
| 0.01 ML/s | 10 s | $5.8\times10^{-4}$ | 47% |
| 0.001 ML/s | 100 s | $8.6\times10^{-5}$ | 7% |

The ratio is 6.8. Two limits frame it. Define $X=3\sigma_1F\Delta\theta/(D\sigma^2N_0^3)$, so that $\Delta N/N_0=(1+X)^{1/3}-1$. For $X\ll1$ this is $X/3$, and the ratio of new islands equals the flux ratio. For $X\gg1$ it approaches $X^{1/3}$, and a tenfold flux reduction gains only $10^{1/3}\approx2.2$. Your runs have $X=2.2$ and $0.22$.

**Q.** Why not use the low flux from the beginning?

**A.** That gives a different film. Setting $N_0=0$ in the cubic law, which ignores the earliest stage, gives $N\propto F^{1/3}$ at a given coverage. The low-flux film would have about 2.2 times fewer islands. Its nucleation per coverage, proportional to $F/N^2$, would then scale as $F^{1/3}$ instead of $F$. The strong suppression comes from keeping the dense islands made at high flux while lowering the adatom density between them.

**Q.** When I turn the flux down, the surface still carries adatoms from the fast stage. Do they nucleate?

**A.** A few do. Let $n_1$ and $n_2$ be the steady densities at the two fluxes, with $N$ held fixed during the short relaxation. Then $n=n_2+(n_1-n_2)e^{-t/\tau}$, and

$$n^2-n_2^2=2n_2(n_1-n_2)e^{-t/\tau}+(n_1-n_2)^2e^{-2t/\tau}.$$

The two exponentials integrate to $\tau$ and $\tau/2$. Multiplying by $\sigma_1D$ and using $D\tau=1/(\sigma N)$, the extra islands are

$$\Delta N_{\rm extra}=\frac{\sigma_1}{\sigma N}\left[2n_2(n_1-n_2)+\frac{(n_1-n_2)^2}{2}\right]=\frac{\sigma_1(n_1-n_2)(n_1+3n_2)}{2\sigma N}.$$

This is $2.1\times10^{-7}$ per site, or 0.24% of the new islands in the slow run. It does not vanish as $F_2\to0$, so it sets a floor, though a very low one here.

**Q.** In which cases does the proportionality to $F$ change?

**A.** Desorption alone does not change it. With a desorption time $\tau_d$, the density is $n=F/(D\sigma N+1/\tau_d)$, which is smaller but still linear in $F$. On the small lattice, desorption at $0.3h$ leaves the power at 1.0000 for $F/h=10^{-6}$.

Loss of pairs makes the suppression stronger. Suppose pairs disappear at a rate $k$, by breaking up or by diffusing to islands. They survive if another adatom arrives first, at the rate $x=\sigma_1Dn$, taking the pair's capture number equal to $\sigma_1$. The surviving fraction is $x/(x+k)$, so

$$\frac{dN}{d\theta}=\frac{\sigma_1F}{D\sigma^2N^2}\,\frac{x}{x+k}.$$

Since $x\propto F$, the local power of $F$ is

$$1+\frac{d\ln x}{d\ln F}-\frac{d\ln(x+k)}{d\ln F}=1+1-\frac{x}{x+k}=1+\frac{k}{x+k}.$$

It rises from 1 towards 2 as pair loss takes over. Integrating the balances with a deliberately large $k=72$ s$^{-1}$ gives average powers between your two fluxes of 1.99 for break-up and 1.97 for loss to islands.

The opposite exception is nucleation by a single adatom, for example by exchange with a substrate atom or at dilute traps that are not used up. Its rate is $cn$, with $c$ independent of flux. Per coverage it is $cn/F=c/(D\sigma N)$, so lowering the flux gains nothing. Taking $n$ from the mean number of adatoms on the small lattice gives a power of $-0.0002$ for this case.

**Q.** How far should I trust the numbers for my real iron films?

**A.** If pairs are immobile, the ratio between the two runs depends less on the hop barrier than the absolute densities do. The cubic law started from $N=0$ gives $N_0^3\approx3\sigma_1F_1\theta_0/(D\sigma^2)$ with $\theta_0=0.05$. Then $X\approx F\,\Delta\theta/(F_1\theta_0)$, from which $D$ has cancelled, and $X$ fixes the ratio. The absolute densities keep their dependence on $D$. An island density of order $10^{12}$ cm$^{-2}$ is a reasonable rough size for this system. An error of 0.05 eV in the hop barrier changes $D$ about sevenfold and $N_0$ about twofold. Capture also varies with coverage: the cell formula gives $\sigma=7.5$ at $\varphi=0.05$ and 15.6 at 0.15. Using $G(\varphi)$ in the second stage, from the same $N_0$, changes the new islands from 47% to 43% of $N_0$ in the fast run and from 7% to 6% in the slow one. Their ratio becomes 7.1.

A larger error lies in $N_0$ itself. During the burst the islands are small and capture less than I assumed: the cell formula gives only $\sigma=4.0$ at $\varphi=0.01$. With weaker early capture the burst makes more islands, and these suppress later nucleation more strongly. With the cell results for $\sigma$ and $\langle n^2\rangle$ used from the start of the burst, the balances give $N_0\approx2.0\times10^{-3}$ per site. The new islands are then about 14% and 1.6% of $N_0$, a ratio of 8.7. The cell, however, spaces all islands equally and uses average densities. For atoms hopping on a lattice and forming compact islands at random positions, $N_0$ is again about $2.0\times10^{-3}$, but the new islands are about 21% and 3% of $N_0$, a ratio of $6\pm1$. So take 47% and 7% as high estimates, by a factor of roughly two to four, and 14% and 1.6% as low ones. The advantage of the low flux over this stage is roughly six to nine.

The assumption I would question first is that pairs are immobile. With the same attempt rate, a pair hop barrier of 0.63 eV would make half the pairs in the slow run reach islands before growing. That means $k=x$ at $F_2$. At $F_1$, $x$ is ten times larger, so only one pair in eleven is lost. The initial flux advantage would then rise from 10 to $10\times(10/11)/(1/2)\approx18$. Break-up is less of a concern. For a rough bond energy of 0.6 eV its rate is $7\times10^{-6}$ s$^{-1}$, against a growth rate of 0.24 s$^{-1}$ in the slow run. The bond would have to be as weak as 0.33 eV for the two to be equal.

**Q.** And nucleation on top of the islands?

**A.** It can be sized in the same way. On an island of radius $r_0$, the landing rate $F\pi r_0^2$ must leave through the edge. If a step barrier reduces edge crossing by a factor $\alpha$, the outflow is $2\pi r_0D\alpha n_{\rm edge}$, so $n_{\rm edge}=Fr_0/(2D\alpha)$. Diffusion on the island adds $F(r_0^2-r^2)/(4D)$. This density is again linear in $F$, so second-layer nucleation per coverage is too. I take a rough step barrier of 0.05 eV and use the final radius, 1.8 nm for density $N_0$, throughout the stage. The mean-field estimate is 0.012 nuclei per island in the fast run and 0.0012 in the slow run. Islands this small seldom hold even one adatom, so an estimate from average densities is only rough. Following two atoms on a lattice island of this size gives about half as many nuclei. Both values are small beside the corresponding 0.47 and 0.07 new first-layer islands per existing island, and still about ten times below the low estimates 0.14 and 0.016. The numerical output lists the remaining values.

## Numbers as computed

```
Master equation: 20 sites, 813 states
Power of F, nuclei per atom, at F/h = 1e-06: 0.9998
Power of F, nuclei per atom, at F/h = 1e-03: 0.8540
Power of F, nuclei per atom, at F/h = 1e-01: 0.0872
Same at F/h = 1e-06 with desorption 0.3 h: 1.0000
Power for single-adatom nucleation, F/h = 1e-06: -0.0002
Temperature: 300 K, kT = 0.02585 eV
Hop barrier: 0.45 eV, attempt rate: 3e+12 1/s
Site spacing: 0.287 nm; capture numbers s = 10, s1 = 3
Hop rate h: 8.269e+04 1/s; D: 2.067e+04 site areas/s
Fluxes F1, F2: 0.01, 0.001 ML/s; D/F1 = 2.067e+06
Burst coverage: 0.05 ML; added coverage: 0.1 ML
Coverage at peak of burst nucleation: 4.22e-04 ML
Peak / end-of-burst nucleation: 36.3
Island density N0: 1.256e-03 per site = 1.524e+12 per cm2
Adatom density n at F1, F2: 3.853e-05, 3.853e-06 per site
Adatom lifetime tau: 3.85 ms
Pair sink / island sink at F1: 0.0184
--- second stage at F = 0.01 ML/s, time 10 s
Nucleation per time, law: 9.205e-05 per site per s
dN/dtheta at N0, law: 9.205e-03 per site per ML
dN/dtheta at N0, integrated: 8.889e-03 per site per ML
New islands, integrated: 5.847e-04 per site
New islands, integrated: 7.099e+11 per cm2
New islands, cubic law: 5.945e-04 per site
New / existing islands: 46.6 %
New / existing, cell geometry: 42.9 %
Nuclei on top per island, estimate: 1.19e-02
--- second stage at F = 0.001 ML/s, time 100 s
Nucleation per time, law: 9.205e-07 per site per s
dN/dtheta at N0, law: 9.205e-04 per site per ML
dN/dtheta at N0, integrated: 9.171e-04 per site per ML
New islands, integrated: 8.592e-05 per site
New islands, integrated: 1.043e+11 per cm2
New islands, cubic law: 8.602e-05 per site
New / existing islands: 6.8 %
New / existing, cell geometry: 6.0 %
Nuclei on top per island, estimate: 1.19e-03
Ratio F1:F2 of local dN/dtheta, integrated: 9.69
Ratio F1:F2 of new islands, integrated: 6.81
Ratio of new islands, cell geometry: 7.12
Cell s at phi = 0.05, 0.15: 7.49, 15.57
Islands from leftover adatoms: 2.07e-07 per site
Leftover / new islands at F2: 0.24 %
Dimer loss rate in the power test: 71.7 1/s
Power of F with dimer break-up: 1.986
Power of F with dimers lost to islands: 1.966
Dimer growth rate at F2: 0.239 1/s
Dimer break-up rate, bond 0.6 eV: 6.88e-06 1/s
Bond energy for half break-up at F2: 0.330 eV
Dimer hop barrier for half loss at F2: 0.631 eV
Desorption / capture, barrier 3.0 eV: 4.6e-41
Island radius at 0.15 ML, N0: 1.77 nm; step barrier 0.05 eV
```
